\section*{Natural length of a transistor from DIBL at two gate lengths}

\section*{The question}

Two n-channel transistors of one family have gate lengths $L_1=20$ nm and $L_2=30$ nm. Their drain-induced barrier lowering (DIBL) is $D_1=100$ mV/V and $D_2=30$ mV/V, where
\begin{equation}
D=-\frac{V_{\rm th}(V_h)-V_{\rm th}(V_l)}{V_h-V_l}
\end{equation}
and $V_{\rm th}(V)$ is the threshold voltage at drain bias $V$. The body is thin, fully depleted, and held between gates. Below threshold its mobile charge is negligible in Poisson's equation.

Let $\phi(x)$ be the potential along the current path, with the source end at $x=0$ and the drain end at $x=L$, and let $\phi_L$ be its value in a very long channel at the same gate voltage. A disturbance from one end dies away as $e^{-x/\lambda}$, and this defines the natural length $\lambda$. The two devices have the same body, oxide, built-in potential and drain biases, and are to be treated as long compared with $\lambda$.

Where model parameters are needed, take $V_l=0.05$ V, $V_h=0.70$ V, $T=300$ K, and a source end that lies $a_0=0.6$ V above the channel potential at threshold. These are round values for illustration. The value of $a_0$ is large: with a heavily doped source and a usual constant-current threshold it is nearer 0.2 V. The two-gate rule for $\lambda$ does not use it, but the model corrections below do.

\section*{(a) The barrier}

\textbf{Find the lowest potential in the channel, and its form for $L\gg\lambda$.}

\textbf{Answer.} The excess $u=\phi-\phi_L$ obeys Laplace's equation, because the fixed charge is already accounted for by the long-channel solution. A product solution has a transverse factor that satisfies the gate conditions with some separation constant $-1/\lambda^2$, so its lateral factor has second derivative $+u/\lambda^2$. Keeping the slowest-decaying mode alone gives
\begin{equation}
\lambda^2u''=u,\qquad u(0)=a,\qquad u(L)=b=a+V .
\end{equation}
With $s=x/\lambda$ and $k=L/\lambda$ the solution is
\begin{equation}
u=\frac{a\sinh(k-s)+b\sinh s}{\sinh k}=Pe^{s}+Qe^{-s}.
\end{equation}
Writing out the hyperbolic sines and collecting each exponential,
\begin{equation}
P=\frac{b-ae^{-k}}{2\sinh k},\qquad Q=\frac{ae^{k}-b}{2\sinh k}.
\end{equation}
The slope vanishes where $Pe^s=Qe^{-s}$, and there each term equals $\sqrt{PQ}$. Hence
\begin{align}
u_{\min}=2\sqrt{PQ}
&=\frac{\sqrt{(b-ae^{-k})(ae^k-b)}}{\sinh k}\nonumber\\
&=\frac{\sqrt{2ab\cosh k-a^2-b^2}}{\sinh k}.
\label{min}
\end{align}
This point lies inside the channel if $u$ falls at the source end. Since $u'(0)\propto b-a\cosh k$, the condition is $b<a\cosh k$. If it fails, the drain has removed the barrier maximum and the rest of the argument does not apply.

For large $k$ the root tends to $\sqrt{ab\,e^k}$ and $\sinh k$ to $e^k/2$, so
\begin{equation}
u_{\min}\simeq2\sqrt{ab}\,e^{-L/2\lambda}.
\label{asym}
\end{equation}
An electron has energy $-e\phi$, so the potential minimum is the top of its barrier. From $e^{2s}=Q/P\simeq ae^k/b$, it lies at
\begin{equation}
x_{\min}\simeq\frac L2-\frac\lambda2\ln\frac ba .
\end{equation}
The barrier top is near mid-channel, displaced towards the source by an amount that does not grow with $L$. Each end therefore acts over about half the gate length, which is the origin of the 2 in the exponent.

\section*{(b) From barrier to DIBL}

\textbf{Define threshold by a fixed potential $\phi_{\rm th}$ at the barrier top. Find the asymptotic DIBL and its prefactor.}

\textbf{Answer.} The threshold condition is $\phi_L+u_{\min}=\phi_{\rm th}$. In a depleted body with negligible mobile charge, $\phi_L$ follows the gate voltage one to one. The gate voltage needed is therefore lower than the long-channel one by $u_{\min}$, and
\begin{equation}
D=\frac{u_{\min}(V_h)-u_{\min}(V_l)}{V_h-V_l}.
\label{dibl}
\end{equation}
The end value $a$ is measured from $\phi_L$, which has moved down by $u_{\min}$, so at threshold
\begin{equation}
a=a_0+u_{\min},\qquad b=a_0+u_{\min}+V.
\label{feedback}
\end{equation}
For a long gate $u_{\min}\to0$, and $a\to a_0$. Inserting (\ref{asym}) in (\ref{dibl}) gives $D\simeq Ae^{-L/2\lambda}$ with
\begin{align}
A&=2\sqrt{a_0}\,\frac{\sqrt{a_0+V_h}-\sqrt{a_0+V_l}}{V_h-V_l}\nonumber\\
&=\frac{2\sqrt{a_0}}{\sqrt{a_0+V_h}+\sqrt{a_0+V_l}} .
\label{A}
\end{align}
The second line follows because $V_h-V_l$ is the difference of the squares of the two roots. The prefactor does not contain $L$, which justifies equal prefactors for devices that differ in gate length alone. For the given parameters,
\begin{equation}
A=\frac{2(0.7746)}{1.1402+0.8062}=0.796,
\end{equation}
or 796 mV/V. For positive drain biases each root in the denominator exceeds $\sqrt{a_0}$, so $A<1$ in this one-mode model.

\section*{(c) The natural length}

\textbf{Infer $\lambda$ from the two data. Find the apparent prefactor and predict the DIBL at 25 nm.}

\textbf{Answer.} Dividing the two asymptotic laws removes $A$:
\begin{equation}
\frac{D_1}{D_2}=\exp\!\left(\frac{L_2-L_1}{2\lambda}\right).
\end{equation}
Taking the logarithm and solving for $\lambda$,
\begin{equation}
\lambda=\frac{L_2-L_1}{2\ln(D_1/D_2)}
=\frac{10\ {\rm nm}}{2(1.2040)}=4.15\ {\rm nm},
\label{answer}
\end{equation}
which is 78.5 bohr. The DIBL itself falls by a factor $e$ when the gate is lengthened by $2\lambda=8.31$ nm. If a ``decay length'' is defined by $D\propto e^{-L/\ell}$, then $\ell=8.31$ nm; the same data are described by either number.

The apparent prefactor follows by going back to $L=0$ along the fitted exponential:
\begin{equation}
A_{\rm fit}=D_1e^{L_1/2\lambda}
=D_1\left(\frac{D_1}{D_2}\right)^{L_1/(L_2-L_1)} .
\end{equation}
The exponent is 2, so $A_{\rm fit}=100\times(3.333)^2=1111$ mV/V. This is an extrapolation constant, not the DIBL of a device with no gate.

At 25 nm, halfway between the two lengths, an exponential gives the geometric mean:
\begin{equation}
D(25\ {\rm nm})=\sqrt{100\times30}=54.8\ {\rm mV/V}.
\end{equation}

\section*{(d) What the prefactor says}

\textbf{The apparent prefactor exceeds the value found in (b). Does this contradict the inferred $\lambda$?}

\textbf{Answer.} Not by itself, because $A$ cancels from (\ref{answer}). Two effects can change the prefactor and leave the asymptotic exponent alone.

The first is the shape of the transverse mode. Take a uniform strip of height $H$ between ideal gates at $y=0$ and $y=H$, with a constant excess $a$ on its source face. The sine series of that constant is
\begin{equation}
a=\frac{4a}{\pi}\left[\sin\frac{\pi y}{H}+\frac13\sin\frac{3\pi y}{H}+\cdots\right].
\end{equation}
The first mode decays over $\lambda=H/\pi$, and its amplitude on the centre line is $4a/\pi$. The drain amplitude has the same factor, so $u_{\min}$ and $A$ are both multiplied by $4/\pi=1.273$ in the long-gate limit.

As a test, Laplace's equation was solved on a grid for strips of length $3.2H$ and $4.4H$, with the drain biases and $a_0$ above and the threshold condition applied on the centre line. Rule (\ref{answer}) then gave 0.991 times the true decay length. The prefactor, obtained from the longer strip and the true decay length, was 1.281 times the one-mode value. The last digit is grid error: summing the sine series for the same strips gives 1.277, and the small excess over $4/\pi$ that remains is the finite-length term found in (f).

The second effect is a common error in length. If both effective gates are longer than stated by $\delta$, then
\begin{equation}
D=Ae^{-(L+\delta)/2\lambda}=\left(Ae^{-\delta/2\lambda}\right)e^{-L/2\lambda}.
\end{equation}
The difference $L_2-L_1$, and so $\lambda$, is unchanged. To turn 796 into 1111 mV/V by this effect alone would need $\delta=8.31\ln(796/1111)=-2.8$ nm, that is, gates electrically shorter than stated. The two data cannot tell such an offset from a different mode shape. There is also a third possibility, that the gates are not long enough for the asymptotic law. That one does affect $\lambda$, and it is examined in (f).

\section*{(e) Errors in the data}

\textbf{Each DIBL has an independent standard error of 2 mV/V and each length one of 0.5 nm. Find the error of $\lambda$. What if $A$ is 10\% larger for the 30 nm device?}

\textbf{Answer.} Write $R=D_1/D_2$ and $\Delta L=L_2-L_1$. From $\ln\lambda=\ln\Delta L-\ln2-\ln(\ln R)$,
\begin{equation}
\frac{\delta\lambda}{\lambda}=\frac{\delta(\Delta L)}{\Delta L}
-\frac1{\ln R}\left(\frac{\delta D_1}{D_1}-\frac{\delta D_2}{D_2}\right).
\end{equation}
Independent errors add in squares. The DIBL part is
\begin{equation}
\frac{\sqrt{(2/100)^2+(2/30)^2}}{1.204}=5.8\%,
\end{equation}
mostly from the smaller DIBL. The length part is $\sqrt2(0.5)/10=7.1\%$. Together they give 9.1\%, so $\lambda=4.15\pm0.38$ nm. A wider spacing of the gates reduces the length part. The DIBL part need not fall: a longer second gate raises $\ln R$ but also $\delta D_2/D_2$, and with a fixed error of 2 mV/V the second effect already outweighs the first here.

For unequal prefactors the ratio of the laws is $R=(A_1/A_2)e^{\Delta L/2\lambda}$. Hence
\begin{equation}
\lambda=\frac{\Delta L}{2\ln(RA_2/A_1)}
=\frac{10\ {\rm nm}}{2(1.2040+\ln1.1)}=3.85\ {\rm nm}.
\end{equation}
A 10\% mismatch moves the answer by $-7\%$. A mismatch of this size thus matters nearly as much as the measurement errors assumed above.

\section*{(f) Are the gates long enough?}

\textbf{Find the first correction to the asymptotic law, with the threshold definition of (b), and estimate its effect on $\lambda$.}

\textbf{Answer.} Put $\varepsilon=e^{-k/2}$. The exact minimum (\ref{min}) differs from (\ref{asym}) by a relative amount of order $\varepsilon^2$. The shift of $a$ in (\ref{feedback}) enters one order earlier and is the leading correction. To second order in $\varepsilon$,
\begin{equation}
u_{\min}=2\varepsilon\sqrt{(a_0+u_{\min})(a_0+u_{\min}+V)} .
\end{equation}
Expand the root to first order in the $u_{\min}$ inside it. Its derivative with respect to $a_0$ is $(2a_0+V)/[2\sqrt{a_0(a_0+V)}]$. Multiplying this by the leading $u_{\min}=2\varepsilon\sqrt{a_0(a_0+V)}$ cancels the root, so
\begin{equation}
u_{\min}=2\varepsilon\sqrt{a_0(a_0+V)}+2\varepsilon^2(2a_0+V)+O(\varepsilon^3).
\end{equation}
The difference between the two drain biases, divided by $V_h-V_l$, is
\begin{equation}
D=A\varepsilon+2\varepsilon^2+O(\varepsilon^3).
\label{second}
\end{equation}
A short channel lowers its own threshold, which raises the end potentials relative to $\phi_L$ and lowers the barrier further. The extra term is larger for the shorter gate. It makes the DIBL ratio larger than the pure exponential would, so (\ref{answer}) underestimates $\lambda$ in this model.

The positive root of (\ref{second}) is $\varepsilon=(\sqrt{A^2+8D}-A)/4$. With $A=0.796$ and $D=0.100$ and $0.030$, it gives $\varepsilon=0.100$ and $0.0347$, or $k_1=4.60$ and $k_2=6.72$. If a common offset in length is allowed,
\begin{equation}
\lambda=\frac{L_2-L_1}{k_2-k_1}\simeq4.7\ {\rm nm}.
\end{equation}
Solving the full one-mode equations (\ref{min}), (\ref{dibl}) and (\ref{feedback}) gives $k_1=4.643$, $k_2=6.730$ and $\lambda=4.79$ nm, which is 15\% above the simple answer. At these $k$ the second term of (\ref{second}) is 25\% and 9\% of the first. The given devices are thus only moderately far into the asymptotic regime.

The full solution places the effective length of the 20 nm gate at $4.643\times4.79=22.2$ nm. The offset is now positive, opposite to that in (d). An apparent prefactor above the model's value is therefore no proof of a short effective gate.

\section*{(g) Threshold read from a current}

\textbf{Suppose threshold is instead the gate voltage at which current times $L/W$ reaches a fixed value, with $W$ the width. Take drift-diffusion with constant mobility. Does the DIBL still vanish exponentially?}

\textbf{Answer.} Let $v_t=k_BT/e=25.85$ mV and let $F$ be the electron quasi-Fermi potential, with $F(0)=0$ and $F(L)=V$. The electron density is proportional to $e^{(\phi-F)/v_t}$ and the current to this density times $F'$. In terms of $w=e^{-F/v_t}$ the current is proportional to $-e^{\phi/v_t}w'$, which must not depend on $x$. Dividing by $e^{\phi/v_t}$ and integrating from $w=1$ to $w=e^{-V/v_t}$,
\begin{equation}
I\propto\frac{1-e^{-V/v_t}}{\int_0^Le^{-\phi/v_t}\,dx}.
\end{equation}
Let $g=\phi_L-\phi_{\rm th}$ be the threshold shift, with $\phi_{\rm th}$ now the threshold potential of a long channel at large drain bias. The criterion becomes
\begin{equation}
\frac{e^{-g/v_t}}{L}\int_0^Le^{-u/v_t}dx=1-e^{-V/v_t}.
\label{cc}
\end{equation}
In a very long channel $u=0$ almost everywhere, and $g=-v_t\ln(1-e^{-V/v_t})$. The DIBL therefore tends to a floor:
\begin{align}
D_\infty&=\frac{v_t}{V_h-V_l}\ln\frac{1-e^{-V_h/v_t}}{1-e^{-V_l/v_t}}\nonumber\\
&=\frac{25.85(0.156)}{0.65}=6.2\ {\rm mV/V}.
\end{align}
This is not a lowering of the barrier. At 0.05 V the drain still sends an appreciable reverse flow, and more gate voltage is needed to reach the chosen current.

The approach to the floor is not exponential either. Near the drain $u\simeq be^{-x'/\lambda}$, with $x'$ the distance from the drain. Raising $b$ from $b_l$ to $b_h$ displaces this profile into the channel by $\lambda\ln(b_h/b_l)$. The added stretch has $u\gg v_t$ and contributes almost nothing to the integral in (\ref{cc}), so the resistive part of the channel is shorter by that amount. To first order in $\lambda/L$,
\begin{equation}
D-D_\infty\simeq\frac{v_t}{V_h-V_l}\,\frac{\lambda}{L}\ln\frac{b_h}{b_l}.
\end{equation}
With $b_h/b_l\simeq1.3/0.65=2$, this is 0.069 mV/V at $L=400\lambda$. The numerical solution of (\ref{cc}) gives 0.072 mV/V there and 0.146 mV/V at $200\lambda$, in accord with a $1/L$ tail.

Solving (\ref{cc}) for the two given DIBL values, again with a common length offset, yields $k_1=4.935$, $k_2=7.792$ and $\lambda=3.50$ nm. This is 16\% below the simple answer, and it already includes the finite-length effect of (f). Part of the change is easily seen: subtracting the floor from both data leaves 93.8 and 23.8 mV/V, for which (\ref{answer}) gives 3.6 nm. A constant offset weighs most on the smaller DIBL.

\section*{(h) Tunnelling, and real devices}

\textbf{Estimate the effect of tunnelling near the barrier top for a mass $m=0.2\,m_e$. How far does the inferred $\lambda$ apply to a real transistor?}

\textbf{Answer.} At the minimum $u''=u_{\min}/\lambda^2$, so the barrier is an inverted parabola with
\begin{equation}
\omega^2=\frac{e\,u_{\min}}{m\lambda^2}.
\end{equation}
Its transmission at energy $E$ above the top is $[1+e^{-2\pi E/\hbar\omega}]^{-1}$. Averaging with the weight $e^{-E/k_BT}$ multiplies the classical thermal flux by
\begin{equation}
\frac{y}{\sin y},\qquad y=\frac{\hbar\omega}{2k_BT}<\pi .
\end{equation}
If the feedback of (b) is left out, the threshold falls by $v_t\ln(y/\sin y)$. With $\lambda$ and the barriers from (f), $y$ at high drain bias is 1.16 for the 20 nm gate and 0.64 for the 30 nm gate. The difference between the two drain biases adds 2.9 and 0.8 mV/V to the DIBL. Removing these parts from the data changes the result of (\ref{answer}) from 4.153 to 4.159 nm.

The change is small for a reason. When $y$ is small, $\ln(y/\sin y)\simeq y^2/6$, which is proportional to $u_{\min}$. The tunnelling part is then a fixed fraction of the DIBL and alters the prefactor alone. Here the fractions are 2.9\% and 2.7\%. The estimate assumes that the parabola holds over the energies that matter and that no wave is reflected at the channel ends. The separate tunnelling parts should therefore be trusted only to some tens of per cent. With the transmission of the full one-mode barrier and the feedback of (b) included, they are about 3.25 and 0.76 mV/V and the result of (\ref{answer}) moves to 4.18 nm. The fractions are then less equal, but the shift in $\lambda$ stays below 1\%.

Fin transistors have gate lengths of roughly 20 nm and DIBL of some tens of mV/V, so 100 mV/V at 20 nm represents rather weak gate control. Real source and drain doping does not end abruptly at the gate edge. A shift common to both lengths cancels from $\lambda$, but one that differs between the devices does not: 1 nm in $L_2-L_1$ moves $\lambda$ by 10\%. If the threshold is read from a current, the model of (g) moves $\lambda$ by $-16\%$ from the simple answer. That model assumes many collisions along the channel, whereas transport through a 20 nm gate is partly ballistic, so the figure is not a correction to apply. In the ballistic limit the barrier top alone sets the current, in proportion to $e^{\phi_{\min}/v_t}(1-e^{-V/v_t})$, where $\phi_{\min}$ is the lowest channel potential. With $a_0=0.6$ V the same data then give about 4.1 nm. This is close to the simple answer because the floor of (g) and the finite-length correction of (f) act in opposite directions and nearly cancel.

Under the stated assumptions of equal prefactors and asymptotic scaling, the answer is $\lambda=4.15$ nm. With the round parameters chosen here, the one-mode threshold models of (f) and (g) give 4.8 and 3.5 nm from the same data, before measurement error is added. With $a_0=0.2$ V they give 5.1 and 3.2 nm. The spread thus depends on the definition of threshold, the transport model and $a_0$; it is not a bound on $\lambda$ in a real device. Two points cannot test the assumed exponential. A third gate can, if its length is well chosen. At 25 nm the model of (f), fitted to the two data, departs from the exponential by only about 1 mV/V, less than the error assumed in (e); the model of (g) departs by about 4 mV/V there. At 15 nm it gives 201 mV/V, against 183 from the exponential. A longer gate can instead reveal the floor of (g): at 40 nm that model gives about 15 mV/V, against 9 from the exponential. The main values for $a_0=0.6$ V are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
Gate lengths: 20 and 30 nm
DIBL data: 100 and 30 mV/V
DIBL ratio D1/D2: 3.3333
ln(D1/D2): 1.2040
Natural length lambda: 4.153 nm
Natural length lambda: 78.48 bohr
e-folding length of DIBL, 2 lambda: 8.306 nm
L/lambda at the two gates: 4.816 and 7.224
exp(-L/2lambda): 0.0900, 0.0270
Prefactor A from data: 1111.1 mV/V
Interpolated DIBL at 25 nm: 54.77 mV/V
Model a0, low and high drain bias: 0.6, 0.05, 0.7 V
Temperature: 300 K; thermal voltage 25.85 mV
One-mode model prefactor: 795.9 mV/V
2D strip: inferred/true decay length: 0.9911
2D strip: prefactor/one-mode prefactor: 1.2812
4/pi: 1.2732
Assumed errors: 2 mV/V per DIBL, 0.5 nm per length
Relative error of lambda from DIBL: 5.8 %
Relative error of lambda from lengths: 7.1 %
Combined standard error of lambda: 0.38 nm
lambda if A is 10 % larger at 30 nm: 3.848 nm
Finite-length barrier model: k = 4.643 and 6.730
Finite-length barrier model: lambda = 4.792 nm
  effective length of 20 nm gate: 22.25 nm
Constant-current model: k = 4.935 and 7.792
Constant-current model: lambda = 3.500 nm
  effective length of 20 nm gate: 17.27 nm
Constant-current DIBL floor: 6.21 mV/V
Excess over floor at k=200, 400: 0.1461, 0.0716 mV/V
Tunnelling mass: 0.2 electron masses
hbar omega/(2 kB T), high drain: 1.157 and 0.639
Tunnelling part of DIBL: 2.90 and 0.82 mV/V
lambda after removing tunnelling part: 4.159 nm
\end{verbatim}
